# Optical rotation tensor at low frequency: perturbed-wavefunction overlap and origin dependence: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test (atomic units, H = H0 - mu.E - m.B):
#   G'_ab(w) = -2 w sum_n Im[<0|mu_a|n><n|m_b|0>] / (w_n^2 - w^2)
#   G'(w)/w -> S_ab = -2 Im <psi^(E_a)|psi^(B_b)>   for w -> 0
#   origin O -> O+a:  G'_ab changes by (w/2) eps_bcd a_c alpha_ad(w)
# mu = -r, m = -(1/2)(r-O) x p = (i/2)(r-O) x nabla, alpha = polarizability.
# S has the atomic unit e^2 a0^3 / Eh.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from pyscf import gto, scf, ao2mo

eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[i, k, j] = 1.0, -1.0


def origin_change(shift, alpha):
    """Predicted change of G'/w when the origin moves by shift."""
    return 0.5 * np.einsum('bcd,c,ad->ab', eps, shift, alpha)


def show(label, tensor, unit):
    print(label, '[' + unit + ']')
    for row in tensor:
        print('   ' + ' '.join(f'{v:11.5f}' for v in row))


# ---------- one electron in a chiral anharmonic well ----------
n1 = 10
freqs = (1.0, 1.5, 2.2)
quartic, chiral, mix = 0.01, 0.10, 0.10
one = np.eye(n1)
x1, x2, x4, d1, h1 = [], [], [], [], []
for w in freqs:
    low = np.diag(np.sqrt(np.arange(1.0, n1 + 6)), 1)
    x = (low + low.T) / np.sqrt(2 * w)
    d = np.sqrt(w / 2) * (low - low.T)
    x1.append(x[:n1, :n1])
    x2.append((x @ x)[:n1, :n1])
    x4.append((x @ x @ x @ x)[:n1, :n1])
    d1.append(d[:n1, :n1])
    h1.append(np.diag(w * (np.arange(n1) + 0.5)))


def product(factors):
    ops = [factors.get(axis, one) for axis in range(3)]
    return np.kron(np.kron(ops[0], ops[1]), ops[2])


H = chiral * product({0: x1[0], 1: x1[1], 2: x1[2]})
H += mix * (product({0: x1[0], 1: x1[1]}) + product({1: x1[1], 2: x1[2]}))
for i in range(3):
    H += product({i: h1[i] + quartic * x4[i]})
    for j in range(i):
        H += 2 * quartic * product({i: x2[i], j: x2[j]})
R = [product({i: x1[i]}) for i in range(3)]
D = [product({i: d1[i]}) for i in range(3)]
energy, states = np.linalg.eigh(H)
ground = states[:, 0]
gap = energy[1:] - energy[0]


def rxgrad_on(vec, origin):
    """(r - origin) x nabla acting on a state vector."""
    grad = [D[i] @ vec for i in range(3)]
    out = []
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        out.append(R[j] @ grad[k] - origin[j] * grad[k]
                   - R[k] @ grad[j] + origin[k] * grad[j])
    return np.array(out)


mu_vec = np.array([-(R[i] @ ground) for i in range(3)])
mu_n = mu_vec @ states[:, 1:]


def model_tensors(w, origin):
    """G'/w, alpha and the oriented combination for light along z."""
    m_n = 0.5 * rxgrad_on(ground, origin) @ states[:, 1:]
    den = gap**2 - w**2
    g_over_w = -2 * (mu_n / den) @ m_n.T
    alpha = 2 * (mu_n * gap / den) @ mu_n.T

    def quad(i, j):
        v = R[j] @ ground - origin[j] * ground
        return -1.5 * (R[i] @ v - origin[i] * v) @ states[:, 1:]
    a_xyz = 2 * np.sum(mu_n[0] * quad(1, 2) * gap / den)
    a_yxz = 2 * np.sum(mu_n[1] * quad(0, 2) * gap / den)
    combo = g_over_w[0, 0] + g_over_w[1, 1] + (a_xyz - a_yxz) / 3
    return g_over_w, alpha, combo


# static perturbed functions from linear equations, no sum over states
def first_order(sources):
    src = sources - np.outer(sources @ ground, ground)
    mat = H - energy[0] * np.eye(len(H)) + np.outer(ground, ground)
    return np.linalg.solve(mat, src.T).T


zero = np.zeros(3)
shift = np.array([0.7, -0.4, 1.1])
psi_e = first_order(mu_vec)
psi_b = first_order(0.5 * rxgrad_on(ground, zero))        # imaginary part
psi_b_new = first_order(0.5 * rxgrad_on(ground, shift))   # imaginary part
S_model = -2 * psi_e @ psi_b.T
g_small = model_tensors(1e-3, zero)[0]
scale = np.abs(S_model).max()
assert np.abs(g_small - S_model).max() < 1e-4 * scale

# origin shift adds (i/2) eps_bcd a_c r_d |0>, ground-state part removed
boost = 0.5 * np.einsum('bcd,c,dn->bn', eps, shift, -mu_vec)
boost -= np.outer(boost @ ground, ground)
boost_error = np.abs(psi_b_new - psi_b - boost).max() / np.abs(boost).max()
assert boost_error < 1e-3

w_test = 0.3
g_old, alpha_w, combo_old = model_tensors(w_test, zero)
g_new, _, combo_new = model_tensors(w_test, shift)
predicted = origin_change(shift, alpha_w)
law_error = np.abs(g_new - g_old - predicted).max()
size = np.abs(predicted).max()
assert law_error < 3e-4 * size
assert abs(np.trace(g_new - g_old)) < 3e-4 * size
assert abs(combo_new - combo_old) < 3e-4 * size
assert abs((g_new - g_old)[0, 0] + (g_new - g_old)[1, 1]) > 1e-2 * size

# real-time test: smoothly started ramp of B, dipole must become S . dB/dt
keep = 200
V = states[:, :keep]
e_keep = (energy[:keep] - energy[0])[:, None]
mu_keep = np.array([-(V.T @ R[i] @ V) for i in range(3)])
direction = np.ones(3) / np.sqrt(3)
X_keep = np.einsum('i,ikn->kn', direction,
                   np.array([V.T @ M for M in rxgrad_on(V, zero)]))
X_complex = X_keep.astype(complex)
rate, t_end, steps = 1e-4, 80.0, 4000
signs = np.array([[1.0, -1.0]])


def field(t):
    s = t / t_end
    return rate * t_end * (2.5 * s**4 - 3 * s**5 + s**6)


def velocity(t, c):
    return -1j * e_keep * c - 0.5 * field(t) * signs * (X_complex @ c)


c = np.zeros((keep, 2), complex)
c[0] = 1.0
dt = t_end / steps
for step in range(steps):
    t = step * dt
    k1 = velocity(t, c)
    k2 = velocity(t + dt / 2, c + dt / 2 * k1)
    k3 = velocity(t + dt / 2, c + dt / 2 * k2)
    k4 = velocity(t + dt, c + dt * k3)
    c = c + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
dip = np.array([[np.vdot(c[:, s], M @ c[:, s]).real for s in (0, 1)]
                for M in mu_keep])
ramp_dipole = (dip[:, 0] - dip[:, 1]) / (2 * rate)
e1 = mu_keep[:, 1:, 0] / e_keep[1:, 0]
b1 = 0.5 * X_keep[1:, 0] / e_keep[1:, 0]
ramp_formula = -2 * e1 @ b1
assert np.abs(ramp_dipole - ramp_formula).max() \
    < 3e-3 * np.abs(ramp_formula).max()


# ---------- twisted H2O2, Hartree-Fock ----------
r_oo, r_oh, angle, dihedral = 1.45, 0.97, 100.0, 115.0


def peroxide(twist, basis):
    """C2 axis along z, O-O bond along y, origin at the O-O midpoint."""
    th, half = np.radians(angle), np.radians(twist) / 2
    o1 = np.array([0, r_oo / 2, 0])
    hy1 = o1 + r_oh * np.array([np.sin(th) * np.sin(half), -np.cos(th),
                                np.sin(th) * np.cos(half)])
    turn = np.array([-1, -1, 1])
    atoms = [('O', o1), ('O', o1 * turn), ('H', hy1), ('H', hy1 * turn)]
    atoms = [(s, tuple(float(v) for v in p)) for s, p in atoms]
    return gto.M(atom=atoms, basis=basis, unit='Angstrom', verbose=0)


def rxgrad_ao(mol, origin):
    """<p|(r-origin) x nabla|q>; library sign fixed by a translation."""
    def raw(o):
        with mol.with_common_orig(tuple(float(v) for v in o)):
            return mol.intor('int1e_cg_irxp', comp=3)
    step_vec = np.array([0.3, -0.5, 0.8])
    grad = -mol.intor('int1e_ipovlp', comp=3)
    expected = -np.einsum('bcd,c,dpq->bpq', eps, step_vec, grad)
    change = raw(step_vec) - raw(zero)
    sign = np.sign(np.sum(change * expected))
    assert np.allclose(sign * change, expected, atol=1e-9)
    return sign * raw(origin)


class Response:
    def __init__(self, mol):
        self.mol = mol
        self.mf = scf.RHF(mol)
        self.mf.chkfile = None
        self.mf.conv_tol = 1e-12
        self.mf.kernel()
        assert self.mf.converged
        C, e = self.mf.mo_coeff, self.mf.mo_energy
        no = mol.nelectron // 2
        self.co, self.cv = C[:, :no], C[:, no:]
        nv = self.cv.shape[1]
        eri = mol.intor('int2e', aosym='s8')
        ovov = ao2mo.incore.general(
            eri, (self.co, self.cv, self.co, self.cv), compact=False)
        oovv = ao2mo.incore.general(
            eri, (self.co, self.co, self.cv, self.cv), compact=False)
        ovov = ovov.reshape(no, nv, no, nv)
        ex1 = oovv.reshape(no, no, nv, nv).transpose(0, 2, 1, 3)
        ex2 = ovov.transpose(0, 3, 2, 1)
        N = no * nv
        diff = np.diag((e[None, no:] - e[:no, None]).ravel())
        self.plus = diff + (4 * ovov - ex1 - ex2).reshape(N, N)
        self.minus = diff + (ex2 - ex1).reshape(N, N)
        with mol.with_common_orig((0.0, 0.0, 0.0)):
            self.r_ao = mol.intor('int1e_r', comp=3)
        self.mu = -self.vec(self.r_ao)

    def vec(self, op):
        return np.einsum('xpq,pa,qi->xia', op, self.cv, self.co,
                         optimize=True).reshape(3, -1)

    def mag(self, origin):
        return 0.5 * self.vec(rxgrad_ao(self.mol, origin))

    def alpha(self):
        return 4 * self.mu @ np.linalg.solve(self.plus, self.mu.T)

    def slope(self, origin=zero):
        u_e = np.linalg.solve(self.plus, self.mu.T)
        u_b = np.linalg.solve(self.minus, self.mag(origin).T)
        return -2 * (2 * u_e.T @ u_b)      # inner factor 2: two spins

    def g_prime(self, w):
        """Time-dependent Hartree-Fock at finite frequency."""
        N = len(self.plus)
        A, B = (self.plus + self.minus) / 2, (self.plus - self.minus) / 2
        eye = np.eye(N)
        big = np.block([[A - w * eye, B], [B, A + w * eye]])
        M = self.mag(zero).T / 2
        sol = np.linalg.solve(big, np.vstack([M, -M]))
        return -4 * self.mu @ (sol[:N] + sol[N:])


small = Response(peroxide(dihedral, '6-31g'))
S_small = small.slope()
S_mirror = Response(peroxide(-dihedral, '6-31g')).slope()
assert abs(np.trace(S_small)) > 1e-4
assert abs(np.trace(S_small) + np.trace(S_mirror)) < 1e-6

# loop phase from self-consistent determinants in finite fields
ovl = small.mol.intor('int1e_ovlp')
eri_full = small.mol.intor('int2e')
eri_x = np.ascontiguousarray(eri_full.transpose(0, 3, 1, 2))
X_ao = rxgrad_ao(small.mol, zero)
nao = len(ovl)
core = small.mf.get_hcore()
dm_start = small.mf.make_rdm1().astype(complex)


def field_orbitals(a, b, e_field, b_field):
    h = core + e_field * small.r_ao[a] - 0.5j * b_field * X_ao[b]
    dm = dm_start.copy()
    jm = eri_full.reshape(nao**2, nao**2)
    km = eri_x.reshape(nao**2, nao**2)
    for _ in range(1500):
        parts = np.stack([dm.real.ravel(), dm.imag.ravel()], axis=1)
        J = (jm @ parts[:, 0]).reshape(nao, nao)
        kk = km @ parts
        K = (kk[:, 0] + 1j * kk[:, 1]).reshape(nao, nao)
        F = h + J - 0.5 * K
        _, C = eigh((F + F.conj().T) / 2, ovl)
        occ = C[:, :small.co.shape[1]]
        new = 2 * occ @ occ.conj().T
        err = np.abs(new - dm).max()
        dm = 0.4 * dm + 0.6 * new
        if err < 1e-11:
            return occ
    raise AssertionError('finite-field iteration did not converge')


def loop_slope(a, b, half=1e-3):
    corners = [(-1, -1), (1, -1), (1, 1), (-1, 1)]
    dets = [field_orbitals(a, b, half * p, half * q) for p, q in corners]
    total = 1.0
    for k in range(4):
        nxt = dets[(k + 1) % 4]
        total = total * np.linalg.det(dets[k].conj().T @ ovl @ nxt)**2
    return -np.angle(total) / (2 * half)**2


top = np.unravel_index(np.argmax(np.abs(S_small)), (3, 3))
loops = {}
for pair in (tuple(int(v) for v in top), (2, 2)):
    loops[pair] = loop_slope(*pair)
    assert abs(loops[pair] - S_small[pair]) < 2e-3 * np.abs(S_small).max()

# worked example in the larger basis
mol_shift = np.array([0.0, 0.0, 1.0])
large = Response(peroxide(dihedral, 'aug-cc-pvdz'))
S = large.slope()
alpha0 = large.alpha()
top_l = np.unravel_index(np.argmax(np.abs(S)), (3, 3))
dev = [(large.g_prime(w) / w - S)[top_l] for w in (0.01, 0.02)]
assert abs(dev[1] / dev[0] - 4) < 0.2
lowest = np.sqrt(np.linalg.eigvals(large.minus @ large.plus).real.min())


def shift_report(resp):
    change = resp.slope(mol_shift) - resp.slope()
    law = origin_change(mol_shift, resp.alpha())
    return change, law, np.linalg.norm(change - law) / np.linalg.norm(law)


ch_s, law_s, err_s = shift_report(small)
ch_l, law_l, err_l = shift_report(large)
assert err_l < err_s

a0 = const.physical_constants['Bohr radius'][0]
hartree = const.physical_constants['Hartree energy'][0]
si_unit = const.e**2 * a0**3 / hartree

print('MODEL: frequencies', freqs, 'quartic', quartic, 'xyz', chiral,
      'xy and yz', mix, '[a.u.]')
print(f'lowest excitation {gap[0]:.5f} hartree')
show('S from overlap', S_model, 'a.u.')
print('ramp dipole/(dB/dt), B along (1,1,1):', np.round(ramp_dipole, 6), 'a.u.')
print('same from overlap formula:          ', np.round(ramp_formula, 6), 'a.u.')
print('origin shift', shift, 'bohr; test frequency', w_test, 'hartree')
print(f'relative error: boost {boost_error:.1e}, law {law_error / size:.1e}')
print(f"Tr G'/w old, new origin {np.trace(g_old):.6f} {np.trace(g_new):.6f} a.u.")
print(f"(G'xx+G'yy)/w old, new  {g_old[0, 0] + g_old[1, 1]:.6f}"
      f" {g_new[0, 0] + g_new[1, 1]:.6f} a.u.")
print(f'with quadrupole part    {combo_old:.6f} {combo_new:.6f} a.u.')
print(f'H2O2: OO {r_oo} A, OH {r_oh} A, OOH {angle} deg, HOOH {dihedral} deg')
for pair, value in loops.items():
    name = 'xyz'[pair[0]] + 'xyz'[pair[1]]
    print(f'6-31G S_{name}: loop {value:.6f}, response {S_small[pair]:.6f} a.u.')
print(f'6-31G Tr S: molecule {np.trace(S_small):.6f},'
      f' mirror image {np.trace(S_mirror):.6f} a.u.')
print(f'aug-cc-pVDZ energy {large.mf.e_tot:.6f} hartree,'
      f' lowest singlet excitation {lowest:.5f} hartree')
show('aug-cc-pVDZ static polarizability', alpha0, 'a.u.')
show('aug-cc-pVDZ S', S, 'a.u.')
print(f'Im<psi^Ez|psi^Bz> = {-S[2, 2] / 2:.6f} a.u.')
print(f'Tr S = {np.trace(S):.6f} a.u.; -Tr S/3 = {-np.trace(S) / 3:.6f} a.u.'
      f' = {-np.trace(S) / 3 * si_unit:.4e} C^2 m^3/J')
print(f'deviation ratio on doubling w from 0.01 hartree: {dev[1] / dev[0]:.4f}')
for w in (0.02, 0.05, 0.08):
    nm = const.h * const.c / (w * hartree) * 1e9
    G = large.g_prime(w)
    print(f"w {w:.2f} hartree ({nm:.0f} nm): Tr G' {np.trace(G):.6f},"
          f" -Tr G'/(3w) {-np.trace(G) / (3 * w):.6f} a.u.")
print('molecular origin shift', mol_shift, 'bohr')
show('aug-cc-pVDZ change of S, computed', ch_l, 'a.u.')
show('aug-cc-pVDZ change of S, complete-basis law', law_l, 'a.u.')
print(f'relative error of law: 6-31G {err_s:.4f}, aug-cc-pVDZ {err_l:.4f}')
print(f'change of Tr S: 6-31G {np.trace(ch_s):.6f},'
      f' aug-cc-pVDZ {np.trace(ch_l):.6f} a.u.')
print('PASS')
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 126, in <module>
    assert abs((g_new - g_old)[0, 0] + (g_new - g_old)[1, 1]) > 1e-2 * size
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The failed assertion demands that G'_xx+G'_yy alone visibly depend on origin, so that the invariance test of the quadrupole-corrected combination has something to cancel. By the derived law this change is (ω/2)(a_y α_xz − a_x α_yz), and the model's weak xy and yz couplings made these off-diagonal polarizabilities too small; the formula was not at fault. The model now couples xz and yz with strength 0.40 instead of xy and yz with 0.10, so all model numbers change, while every assertion and tolerance stays as it was. As a precaution for the mirror-image test, the molecular self-consistency now has an explicit orbital-gradient threshold of 1e-8 and up to 100 cycles, with its energy threshold relaxed from 1e-12 to 1e-11 hartree to stay above rounding noise.

Repair:

```diff
@@ -29,5 +29,7 @@
 n1 = 10
 freqs = (1.0, 1.5, 2.2)
-quartic, chiral, mix = 0.01, 0.10, 0.10
+# the xz and yz couplings tilt the axes, so that alpha_xz and alpha_yz
+# are large enough for a sharp test of the oriented combination
+quartic, chiral, mix = 0.01, 0.10, 0.40
 one = np.eye(n1)
 x1, x2, x4, d1, h1 = [], [], [], [], []
@@ -49,5 +51,5 @@
 
 H = chiral * product({0: x1[0], 1: x1[1], 2: x1[2]})
-H += mix * (product({0: x1[0], 1: x1[1]}) + product({1: x1[1], 2: x1[2]}))
+H += mix * (product({0: x1[0], 2: x1[2]}) + product({1: x1[1], 2: x1[2]}))
 for i in range(3):
     H += product({i: h1[i] + quartic * x4[i]})
@@ -203,5 +205,7 @@
         self.mf = scf.RHF(mol)
         self.mf.chkfile = None
-        self.mf.conv_tol = 1e-12
+        self.mf.conv_tol = 1e-11
+        self.mf.conv_tol_grad = 1e-8
+        self.mf.max_cycle = 100
         self.mf.kernel()
         assert self.mf.converged
@@ -265,5 +269,5 @@
 nao = len(ovl)
 core = small.mf.get_hcore()
-dm_start = small.mf.make_rdm1().astype(complex)
+dm_start = np.asarray(small.mf.make_rdm1()).astype(complex)
 
 
@@ -331,5 +335,5 @@
 
 print('MODEL: frequencies', freqs, 'quartic', quartic, 'xyz', chiral,
-      'xy and yz', mix, '[a.u.]')
+      'xz and yz', mix, '[a.u.]')
 print(f'lowest excitation {gap[0]:.5f} hartree')
 show('S from overlap', S_model, 'a.u.')
```

Output now:

```
MODEL: frequencies (1.0, 1.5, 2.2) quartic 0.01 xyz 0.1 xz and yz 0.4 [a.u.]
lowest excitation 1.01843 hartree
S from overlap [a.u.]
       0.00037     0.00004     0.00032
      -0.00004    -0.00056    -0.00038
      -0.00012     0.00020     0.00025
ramp dipole/(dB/dt), B along (1,1,1): [ 0.00042  -0.000565  0.000194] a.u.
same from overlap formula:           [ 0.00042  -0.000565  0.000194] a.u.
origin shift [ 0.7 -0.4  1.1] bohr; test frequency 0.3 hartree
relative error: boost 1.5e-05, law 4.2e-09
Tr G'/w old, new origin 0.000079 0.000079 a.u.
(G'xx+G'yy)/w old, new  -0.000180 0.031087 a.u.
with quadrupole part    -0.000757 -0.000757 a.u.
H2O2: OO 1.45 A, OH 0.97 A, OOH 100.0 deg, HOOH 115.0 deg
6-31G S_xx: loop -2.906769, response -2.906720 a.u.
6-31G S_zz: loop 2.460539, response 2.460527 a.u.
6-31G Tr S: molecule -0.371759, mirror image 0.371759 a.u.
aug-cc-pVDZ energy -150.801295 hartree, lowest singlet excitation 0.23946 hartree
aug-cc-pVDZ static polarizability [a.u.]
      12.14895     1.92000    -0.00000
       1.92000    19.10976     0.00000
      -0.00000     0.00000    10.68687
aug-cc-pVDZ S [a.u.]
      -1.40158    -0.65903    -0.00000
      -1.21766     0.08496     0.00000
       0.00000    -0.00000     1.26124
Im<psi^Ez|psi^Bz> = -0.630619 a.u.
Tr S = -0.055378 a.u.; -Tr S/3 = 0.018459 a.u. = 1.6106e-53 C^2 m^3/J
deviation ratio on doubling w from 0.01 hartree: 4.0073
w 0.02 hartree (2278 nm): Tr G' -0.001094, -Tr G'/(3w) 0.018241 a.u.
w 0.05 hartree (911 nm): Tr G' -0.002547, -Tr G'/(3w) 0.016983 a.u.
w 0.08 hartree (570 nm): Tr G' -0.003375, -Tr G'/(3w) 0.014063 a.u.
molecular origin shift [0. 0. 1.] bohr
aug-cc-pVDZ change of S, computed [a.u.]
      -0.96395     5.99971     0.00000
      -9.52555     0.95409     0.00000
       0.00000     0.00000     0.00000
aug-cc-pVDZ change of S, complete-basis law [a.u.]
      -0.96000     6.07447     0.00000
      -9.55488     0.96000     0.00000
      -0.00000    -0.00000     0.00000
relative error of law: 6-31G 0.1542, aug-cc-pVDZ 0.0071
change of Tr S: 6-31G -0.042124, aug-cc-pVDZ -0.009861 a.u.
PASS
```
